# Why plain elastic bands cut corners, and by how much: test program

```python
"""
Result under test: a plain elastic band (full true force plus full spring force)
lies inside a curved minimum-energy path by about
        offset = T * kappa / K,       T = k * spacing**2,
kappa = path curvature, K = transverse stiffness, k = spring constant.
At the saddle of a well-resolved band T cannot fall below twice the barrier.
Units: nm, eV, eV/nm^2, K.  The model path is a circular arc around the origin,
with a sinusoidal barrier along it and a stiff wall across it.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import block_diag
from scipy.optimize import minimize
from scipy.special import digamma

# Rough model values for interstitial oxygen hopping in silicon
radius = 0.16
turn = np.arccos(-1.0 / 3.0)
barrier = 2.5
stiff = 3000.0
temperature = 1300.0
kappa = 1.0 / radius
length = radius * turn
top_curv = 2.0 * barrier * (np.pi / length) ** 2


def surface(points, K, morse=0.0):
    """Energy, gradient and Hessian for each point; morse = wall exponent, 1/nm."""
    r = np.hypot(points[:, 0], points[:, 1])
    angle = np.arctan2(points[:, 1], points[:, 0])
    q = radius - r
    if morse > 0.0:
        ex = np.exp(morse * q)
        wall = K / (2 * morse**2) * (ex - 1) ** 2
        slope = K / morse * (ex - 1) * ex
        bend = K * (2 * ex**2 - ex)
    else:
        wall, slope, bend = 0.5 * K * q**2, K * q, K + 0.0 * q
    m = np.pi / turn
    energy = barrier * np.cos(m * angle) ** 2 + wall
    v_t = -barrier * m * np.sin(2 * m * angle)
    v_tt = -2 * barrier * m**2 * np.cos(2 * m * angle)
    e_r = np.column_stack([np.cos(angle), np.sin(angle)])
    e_t = np.column_stack([-np.sin(angle), np.cos(angle)])
    grad = -slope[:, None] * e_r + (v_t / r)[:, None] * e_t
    rr = np.einsum('ni,nj->nij', e_r, e_r)
    tt = np.einsum('ni,nj->nij', e_t, e_t)
    rt = np.einsum('ni,nj->nij', e_r, e_t)
    hess = (bend[:, None, None] * rr
            + (v_tt / r**2 - slope / r)[:, None, None] * tt
            - (v_t / r**2)[:, None, None] * (rt + rt.transpose(0, 2, 1)))
    return energy, grad, hess


def arc(angles):
    return radius * np.column_stack([np.cos(angles), np.sin(angles)])


def plain_band(k, segments, K=stiff, morse=0.0):
    """Minimise the whole band energy; return images and lowest Hessian eigenvalue."""
    u = np.linspace(-0.5, 0.5, segments + 1) * segments * np.sqrt(top_curv / k)
    shape = np.arctan(np.tanh(u / 2))
    start = arc(0.5 * turn * shape / shape[-1])
    n = segments - 1
    chain = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    spring_hess = k * np.kron(chain, np.eye(2))

    def full(x):
        return np.vstack([start[0], x.reshape(-1, 2), start[-1]])

    def total(x):
        p = full(x)
        springs = 0.5 * k * np.sum(np.diff(p, axis=0) ** 2)
        return springs + np.sum(surface(p[1:-1], K, morse)[0])

    def gradient(x):
        p = full(x)
        pull = k * (p[2:] - 2 * p[1:-1] + p[:-2])
        return (surface(p[1:-1], K, morse)[1] - pull).ravel()

    def hessian(x):
        blocks = surface(x.reshape(-1, 2), K, morse)[2]
        return spring_hess + block_diag(*blocks)

    x = minimize(total, start[1:-1].ravel(), jac=gradient, hess=hessian,
                 method='trust-exact', options={'gtol': 1e-5, 'maxiter': 200}).x
    for _ in range(4):
        x = x - np.linalg.solve(hessian(x), gradient(x))
    assert np.max(np.abs(gradient(x))) < 1e-7
    return full(x), np.linalg.eigvalsh(hessian(x))[0]


def inward(points):
    return radius - np.hypot(points[:, 0], points[:, 1])


def at_top(points, k):
    """Offset, tension and spacing at the central image (even segment count)."""
    mid = len(points) // 2
    squares = np.sum(np.diff(points, axis=0) ** 2, axis=1)
    mean_square = 0.5 * (squares[mid - 1] + squares[mid])
    return inward(points)[mid], k * mean_square, np.sqrt(mean_square)


def projected_band(k, segments, drop_normal_spring, drop_tangent_true):
    """Relax the band after removing chosen components of the two forces."""
    p = arc(np.linspace(-turn / 2, turn / 2, segments + 1))
    step = 1.0 / (4 * k + stiff)
    for _ in range(8000):
        t = p[2:] - p[:-2]
        t = t / np.sqrt(np.sum(t**2, axis=1))[:, None]
        spring = k * (p[2:] - 2 * p[1:-1] + p[:-2])
        true = -surface(p[1:-1], stiff)[1]
        if drop_normal_spring:
            spring = np.sum(spring * t, axis=1)[:, None] * t
        if drop_tangent_true:
            true = true - np.sum(true * t, axis=1)[:, None] * t
        force = spring + true
        p[1:-1] += step * force
    assert np.max(np.abs(force)) < 1e-6
    return p


# Derivatives of the surface against finite differences, both wall types
probe = np.array([[0.13, 0.06], [0.10, -0.11]])
for wall_exponent in (0.0, 15.0):
    _, g0, h0 = surface(probe, stiff, wall_exponent)
    for axis in range(2):
        shift = np.zeros(2)
        shift[axis] = 1e-6
        plus = surface(probe + shift, stiff, wall_exponent)
        minus = surface(probe - shift, stiff, wall_exponent)
        assert np.allclose((plus[0] - minus[0]) / 2e-6, g0[:, axis], atol=1e-4)
        assert np.allclose((plus[1] - minus[1]) / 2e-6, h0[:, :, axis], atol=1e-2)

# Closed ring in three dimensions with a coupled transverse stiffness matrix
ring_n, ring_k = 12, 1000.0
matrix = np.array([[3000.0, 800.0], [800.0, 2000.0]])


def ring_energy(x):
    p = x.reshape(-1, 3)
    r = np.hypot(p[:, 0], p[:, 1])
    q = np.column_stack([radius - r, p[:, 2]])
    f = q @ matrix
    g = np.column_stack([-f[:, 0] * p[:, 0] / r, -f[:, 0] * p[:, 1] / r, f[:, 1]])
    ahead, behind = np.roll(p, -1, axis=0), np.roll(p, 1, axis=0)
    g = g + ring_k * (2 * p - ahead - behind)
    value = 0.5 * np.sum(q * f) + 0.5 * ring_k * np.sum((ahead - p) ** 2)
    return value, g.ravel()


ring_angles = 2 * np.pi * np.arange(ring_n) / ring_n
ring_start = np.column_stack([arc(ring_angles), np.zeros(ring_n)])
ring_start += 0.002 * np.random.default_rng(1).standard_normal(ring_start.shape)
ring = minimize(ring_energy, ring_start.ravel(), jac=True, method='BFGS',
                options={'gtol': 1e-6, 'maxiter': 2000}).x.reshape(-1, 3)
ring_in, ring_z = inward(ring), ring[:, 2]
compliance = np.linalg.inv(matrix)
ring_T = ring_k * (2 * radius * np.sin(np.pi / ring_n)) ** 2
K_eff = 1 / compliance[0, 0]
ring_law = ring_T * kappa / (K_eff + ring_T * kappa**2)
assert np.allclose(ring_in, ring_law, rtol=1e-4)
assert np.allclose(ring_z, ring_law * compliance[1, 0] * K_eff, rtol=1e-4)

# Wavy flat valley y=f(x): offset must follow the signed local curvature
amp, wave, valley_K, valley_k, valley_n = 0.05, 2 * np.pi / 0.4, 1e5, 5000.0, 40
valley_x = np.linspace(0, 0.4, valley_n + 1)
valley_start = np.column_stack([valley_x, amp * np.cos(wave * valley_x)])


def valley_energy(x):
    p = np.vstack([valley_start[0], x.reshape(-1, 2), valley_start[-1]])
    a, b = p[1:-1].T
    f1 = -amp * wave * np.sin(wave * a)
    f2 = -amp * wave**2 * np.cos(wave * a)
    gap, w = b - amp * np.cos(wave * a), 1 + f1**2
    gx = -valley_K * gap * f1 / w - valley_K * gap**2 * f1 * f2 / w**2
    g = np.column_stack([gx, valley_K * gap / w])
    g -= valley_k * (p[2:] - 2 * p[1:-1] + p[:-2])
    springs = 0.5 * valley_k * np.sum(np.diff(p, axis=0) ** 2)
    return springs + 0.5 * valley_K * np.sum(gap**2 / w), g.ravel()


inner = minimize(valley_energy, valley_start[1:-1].ravel(), jac=True, method='BFGS',
                 options={'gtol': 1e-4, 'maxiter': 4000}).x.reshape(-1, 2)
valley = np.vstack([valley_start[0], inner, valley_start[-1]])
sq = np.sum(np.diff(valley, axis=0) ** 2, axis=1)
valley_T = 0.5 * valley_k * (sq[1:] + sq[:-1])
f1 = -amp * wave * np.sin(wave * inner[:, 0])
f2 = -amp * wave**2 * np.cos(wave * inner[:, 0])
found = (inner[:, 1] - amp * np.cos(wave * inner[:, 0])) / np.sqrt(1 + f1**2)
law = valley_T * f2 / (1 + f1**2) ** 1.5 / valley_K
keep = slice(4, -4)
valley_error = np.max(np.abs(found - law)[keep]) / np.max(np.abs(law[keep]))
assert valley_error < 0.05

# Main example
k_main, n_main = 5000.0, 16
band, lowest = plain_band(k_main, n_main)
assert lowest > 0
offset, tension, spacing = at_top(band, k_main)
local = tension * kappa / stiff
refined = tension * kappa / (stiff + 2 * top_curv - kappa**2 * tension)
assert abs(refined / offset - 1) < 0.15
excess = surface(band, stiff)[0][n_main // 2] - barrier


def conserved_spreads(points, k):
    """Spread of k*spacing^2/2 - V along the band: raw, and spacing-corrected."""
    v, g, _ = surface(points, stiff)
    chord = np.diff(points, axis=0)
    raw = 0.5 * k * np.sum(chord**2, axis=1) - 0.5 * (v[1:] + v[:-1])
    g_square = np.sum(g**2, axis=1)
    correction = (np.sum(np.diff(g, axis=0) * chord, axis=1) / 6
                  + 0.5 * (g_square[1:] + g_square[:-1]) / (12 * k))
    return np.ptp(raw), np.ptp(raw + correction)


# Raw spread is a second-order spacing error; the correction removes most of it
fine, _ = plain_band(4 * k_main, 2 * n_main)
spread, spread_corr = conserved_spreads(band, k_main)
spread_fine, spread_fine_corr = conserved_spreads(fine, 4 * k_main)
assert 3 < spread / spread_fine < 5
assert spread_corr < 0.25 * spread
assert spread_fine_corr < 0.10 * spread_fine
assert abs(at_top(fine, 4 * k_main)[0] / offset - 1) < 0.05

# Stiffer walls: the local law becomes accurate, the refined law sooner
local_err, refined_err = [], []
for factor in (4, 16):
    K = factor * stiff
    d, T, _ = at_top(plain_band(80000.0, 64, K)[0], 80000.0)
    local_err.append(abs(T * kappa / K / d - 1))
    refined_err.append(abs(T * kappa / (K + 2 * top_curv - kappa**2 * T) / d - 1))
assert 2.5 < local_err[0] / local_err[1] < 5.5
assert refined_err[0] < 0.025 and refined_err[1] < local_err[1] / 5


# Long-band limit and the factor for a sinusoidal barrier
def factor_g(a):
    z = 1 + a / 2
    return a - a**2 * 0.5 * (digamma((z + 1) / 2) - digamma(z / 2))


def long_law(K):
    a = length * np.sqrt(K) / (np.pi * np.sqrt(2 * barrier))
    integral = quad(lambda x: a * np.exp(-a * x) / np.cosh(x) ** 2, 0, 40)[0]
    assert abs(integral - factor_g(a)) < 1e-7
    return a, 2 * barrier * kappa / K * factor_g(a)


a_main, floor_offset = long_law(stiff)
hard = at_top(plain_band(20000.0, 48)[0], 20000.0)
soft = at_top(plain_band(5000.0, 48)[0], 5000.0)
soft_short = at_top(plain_band(5000.0, 32)[0], 5000.0)
hard_4K = at_top(plain_band(20000.0, 48, 4 * stiff)[0], 20000.0)
assert abs(floor_offset / hard[0] - 1) < 0.15
assert abs(long_law(4 * stiff)[1] / hard_4K[0] - 1) < 0.05
assert hard[1] > 2 * barrier and soft[1] > 0.95 * 2 * barrier
assert abs(soft[0] / hard[0] - 1) < 0.06 and 1.8 < soft[2] / hard[2] < 2.1
assert abs(soft[0] / soft_short[0] - 1) < 0.01

# Which force component causes which fault
nudged = projected_band(k_main, n_main, True, True)
sliding = projected_band(k_main, n_main, True, False)
cutting = projected_band(k_main, n_main, False, True)
nudged_max = np.max(np.abs(inward(nudged)))
sliding_max = np.max(np.abs(inward(sliding)))
cut_offset, cut_T, cut_spacing = at_top(cutting, k_main)
slide_gaps = np.sqrt(np.sum(np.diff(sliding, axis=0) ** 2, axis=1))
cut_gaps = np.sqrt(np.sum(np.diff(cutting, axis=0) ** 2, axis=1))
assert nudged_max < 1e-6 and sliding_max < 0.06 * offset
assert slide_gaps.max() / slide_gaps.min() > 2
assert cut_gaps.max() / cut_gaps.min() < 1.01
assert abs(cut_T / (stiff * (radius - cut_offset)) / cut_offset - 1) < 0.02

# Soft band with an odd number of segments: no image near the saddle
k_soft, n_soft = 500.0, 15
loose, loose_lowest = plain_band(k_soft, n_soft)
loose_max = np.max(surface(loose, stiff)[0])
loose_gap = np.linalg.norm(loose[8] - loose[7])
assert loose_lowest > 0 and loose_max < 0.9 * barrier

# Effects left out of the harmonic, single-atom model
well_depth = 5.0
morse_a = np.sqrt(stiff / (2 * well_depth))
morse_band, _ = plain_band(k_main, n_main, stiff, morse_a)
morse_offset = at_top(morse_band, k_main)[0]
morse_excess = surface(morse_band, stiff, morse_a)[0][n_main // 2] - barrier
assert 0 < morse_offset < offset
host_shift = 0.10
h = 1e-3
trio = np.column_stack([arc(np.array([-h, 0, h])),
                        host_shift / turn * np.array([-h, 0, h])])
d1, d2 = (trio[2] - trio[0]) / (2 * h), (trio[2] - 2 * trio[1] + trio[0]) / h**2
host_kappa = np.linalg.norm(np.cross(d1, d2)) / np.linalg.norm(d1) ** 3
assert abs(host_kappa / (radius / (radius**2 + (host_shift / turn) ** 2)) - 1) < 1e-4
kT = const.k * temperature / const.e
mass = 16.0 * const.atomic_mass
to_SI = const.e / 1e-18
zero_point = 0.5 * const.hbar * np.sqrt(stiff * to_SI / mass) / const.e
top_quantum = const.hbar * np.sqrt(top_curv * to_SI / mass) / const.e
wigner = 1 + (top_quantum / kT) ** 2 / 24


def show(label, value, unit='', digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("arc radius", radius, "nm")
show("turning angle", np.degrees(turn), "degrees", 5)
show("path length", length, "nm")
show("path curvature", kappa, "1/nm")
show("barrier of model", barrier, "eV")
show("transverse stiffness K", stiff, "eV/nm^2")
show("downward curvature C at saddle", top_curv, "eV/nm^2")
show("main spring constant", k_main, "eV/nm^2")
show("main number of segments", n_main)
show("main spacing at top", spacing, "nm")
show("main tension at top", tension, "eV")
show("healing length", np.sqrt(tension / stiff), "nm")
show("offset, local law", local, "nm")
show("offset, refined law", refined, "nm")
show("offset, relaxed band", offset, "nm")
show("barrier excess, local law", 0.5 * stiff * local**2, "eV")
show("barrier excess, relaxed band", excess, "eV")
show("rate factor from excess", np.exp(-excess / kT), "", 3)
show("spread of conserved quantity, main", spread, "eV", 3)
show("same, with spacing correction", spread_corr, "eV", 3)
show("spread, 4k and twice the segments", spread_fine, "eV", 3)
show("same, with spacing correction", spread_fine_corr, "eV", 3)
show("local-law error at 4K", 100 * local_err[0], "%", 3)
show("local-law error at 16K", 100 * local_err[1], "%", 3)
show("refined-law error at 4K", 100 * refined_err[0], "%", 3)
show("refined-law error at 16K", 100 * refined_err[1], "%", 3)
show("long-band parameter a", a_main)
show("long-band factor g", factor_g(a_main))
show("long-band offset, linear response", floor_offset, "nm")
show("k=20000, 48 segments: offset", hard[0], "nm")
show("k=20000, 48 segments: tension", hard[1], "eV")
show("k=20000, 48 segments: top spacing", hard[2], "nm")
show("k=5000, 48 segments: offset", soft[0], "nm")
show("k=5000, 48 segments: tension", soft[1], "eV")
show("k=5000, 48 segments: top spacing", soft[2], "nm")
show("k=5000, 32 segments: offset", soft_short[0], "nm")
show("nudged band: largest offset", nudged_max, "nm", 2)
show("only normal spring removed: largest offset", sliding_max, "nm", 3)
show("same: largest/smallest spacing", slide_gaps.max() / slide_gaps.min(), "", 3)
show("only tangential true force removed: offset", cut_offset, "nm")
show("same: tension", cut_T, "eV")
show("soft band spring constant", k_soft, "eV/nm^2")
show("soft band segments", n_soft)
show("soft band gap across saddle", loose_gap, "nm")
show("soft band highest image energy", loose_max, "eV")
show("wavy valley: largest error / largest offset", 100 * valley_error, "%", 2)
show("ring: inward offset", ring_in.mean(), "nm")
show("ring: sideways offset", ring_z.mean(), "nm")
show("Morse well depth, rough input", well_depth, "eV")
show("Morse wall: offset", morse_offset, "nm")
show("Morse wall: barrier excess", morse_excess, "eV")
show("host displacement, rough input", host_shift, "nm")
show("curvature with host motion", host_kappa, "1/nm")
show("local-law excess scale with host motion", (host_kappa / kappa) ** 2, "", 3)
show("temperature", temperature, "K")
show("thermal energy", kT, "eV")
show("thermal transverse rms amplitude", np.sqrt(kT / stiff), "nm", 3)
show("transverse zero-point energy", zero_point, "eV", 3)
show("Wigner tunnelling factor", wigner, "", 5)
print("no test failed")
```

Running it gives:

```
arc radius: 0.16 nm
turning angle: 109.47 degrees
path length: 0.3057 nm
path curvature: 6.25 1/nm
barrier of model: 2.5 eV
transverse stiffness K: 3000 eV/nm^2
downward curvature C at saddle: 528.1 eV/nm^2
main spring constant: 5000 eV/nm^2
main number of segments: 16
main spacing at top: 0.03327 nm
main tension at top: 5.534 eV
healing length: 0.04295 nm
offset, local law: 0.01153 nm
offset, refined law: 0.009008 nm
offset, relaxed band: 0.009844 nm
barrier excess, local law: 0.1994 eV
barrier excess, relaxed band: 0.1454 eV
rate factor from excess: 0.273
spread of conserved quantity, main: 0.147 eV
same, with spacing correction: 0.00555 eV
spread, 4k and twice the segments: 0.0392 eV
same, with spacing correction: 0.000412 eV
local-law error at 4K: 5.91 %
local-law error at 16K: 1.65 %
refined-law error at 4K: 1.03 %
refined-law error at 16K: 0.102 %
long-band parameter a: 2.384
long-band factor g: 0.815
long-band offset, linear response: 0.00849 nm
k=20000, 48 segments: offset: 0.009217 nm
k=20000, 48 segments: tension: 5.26 eV
k=20000, 48 segments: top spacing: 0.01622 nm
k=5000, 48 segments: offset: 0.00913 nm
k=5000, 48 segments: tension: 5.162 eV
k=5000, 48 segments: top spacing: 0.03213 nm
k=5000, 32 segments: offset: 0.009134 nm
nudged band: largest offset: 0 nm
only normal spring removed: largest offset: 0.000133 nm
same: largest/smallest spacing: 3.54
only tangential true force removed: offset: 0.003735 nm
same: tension: 1.755 eV
soft band spring constant: 500 eV/nm^2
soft band segments: 15
soft band gap across saddle: 0.116 nm
soft band highest image energy: 1.697 eV
wavy valley: largest error / largest offset: 1.1 %
ring: inward offset: 0.01454 nm
ring: sideways offset: -0.005817 nm
Morse well depth, rough input: 5 eV
Morse wall: offset: 0.008211 nm
Morse wall: barrier excess: 0.1168 eV
host displacement, rough input: 0.1 nm
curvature with host motion: 5.646 1/nm
local-law excess scale with host motion: 0.816
temperature: 1300 K
thermal energy: 0.112 eV
thermal transverse rms amplitude: 0.00611 nm
transverse zero-point energy: 0.0443 eV
Wigner tunnelling factor: 1.0046
no test failed
```
